\section*{Finite elements and staircase grids for a circular wire cross-section}

\section{Definitions and conventions}

A wire runs along $z$ and has a circular cross-section of radius $R$. In the effective-mass model with a parabolic band and an impenetrable wall, the transverse part of the envelope function obeys
\begin{equation}
-\tfrac12\left(w_x\partial_x^2+w_y\partial_y^2\right)\psi=E\psi ,
\qquad \psi=0\ \text{at}\ r=R .
\label{eq:problem}
\end{equation}
Atomic units are used in the algebra, and $w_x,w_y$ are inverse masses in units of $1/m_0$. The energy of motion along the wire is left out, so $E$ is a subband edge. The ratio $n=R/h$ measures resolution, with $h$ the spacing of grid nodes or of mesh rings.

For equal masses $w_x=w_y=w$ the ground state is $J_0(kr)$ with $kR=2.4048$, the first zero of $J_0$, and $E=wk^2/2$. For $w=R=1$ this gives $E=2.892$, the value that the small examples should approach.

\section{Three calculations by hand}

Take $w=R=1$ in this section.

\subsection{One finite element function}

Inscribe a regular hexagon in the circle and join its corners to the centre. This makes six equilateral triangles of side 1. Let $\varphi$ be 1 at the centre, 0 at the corners and linear in each triangle. Its height falls from 1 to 0 over the distance $\sqrt3/2$, so $|\nabla\varphi|^2=4/3$.

In a triangle of area $A$, the part where $\varphi$ lies between $t$ and $t+dt$ is a strip parallel to the outer edge, with area $2A(1-t)\,dt$. Therefore
\begin{equation}
\int\varphi^2=2A\int_0^1(1-t)t^2\,dt=2A\left(\tfrac13-\tfrac14\right)=\frac A6 .
\end{equation}
The energy estimate is the Rayleigh quotient
\begin{equation}
E_h=\frac{\frac12\int|\nabla\varphi|^2}{\int\varphi^2}
=\frac{6A\cdot\frac12\cdot\frac43}{6A\cdot\frac16}=4 .
\end{equation}
It is too high, as a variational estimate must be.

\subsection{Five grid nodes with a staircase wall}

Place a square grid with $h=0.8$ on the centre. The nodes inside are the centre and four neighbours at distance 0.8; the diagonal nodes, at $0.8\sqrt2=1.13$, are outside. The staircase rule sets $\psi=0$ at every outside node. Let $u_0$ be the central value and $u_1$ the common value of the neighbours in the ground state. With $\mu=2h^2E_h$,
\begin{equation}
4u_0-4u_1=\mu u_0,\qquad 4u_1-u_0=\mu u_1 .
\end{equation}
The first equation gives $u_1=(4-\mu)u_0/4$. The second then gives $(4-\mu)^2=4$, whose lower root is $\mu=2$. Thus $E_h=1/h^2=1.56$, far below 2.892. The zeros have been placed beyond the true wall, and the particle has too much room.

\subsection{The same nodes with the true wall distance}

From the node $(0.8,0)$ the outward bond meets the circle after $a=0.2$. Each sideways bond meets it after $a=\sqrt{1-0.8^2}=0.6$. Replace the diagonal contribution $1/h^2$ of a cut bond by $1/(ha)$. In units of $1/h^2$ the diagonal entry of an outer node becomes
\begin{equation}
1+\frac{0.8}{0.2}+2\,\frac{0.8}{0.6}=\frac{23}{3},
\end{equation}
where the first 1 is the uncut bond to the centre. Now $(4-\mu)(23/3-\mu)=4$, or $\mu^2-\frac{35}{3}\mu+\frac{80}{3}=0$. The lower root is $\mu=3.12$, so $E_h=3.12/(2\times0.64)=2.44$. Nodes and unknowns are unchanged, but the error has fallen from $-46\%$ to $-16\%$.

\section{The finite element method in general}

Multiply \eqref{eq:problem} by a function $\varphi$ that vanishes on the wall and integrate by parts. The boundary term vanishes, leaving $a(\varphi,\psi)=E(\varphi,\psi)$ with
\begin{equation}
a(\varphi,\psi)=\tfrac12\!\int\!\left(w_x\partial_x\varphi\,\partial_x\psi+w_y\partial_y\varphi\,\partial_y\psi\right),
\quad (\varphi,\psi)=\!\int\!\varphi\psi .
\end{equation}
Let $\lambda_i$ be the linear function that is 1 at corner $i$ of a triangle and 0 at the other two. For corners $i,j,k$ in anticlockwise order,
\begin{equation}
\nabla\lambda_i=\frac{(b_i,c_i)}{2A},\qquad b_i=y_j-y_k,\quad c_i=x_k-x_j .
\end{equation}
This vector is perpendicular to the opposite edge, and its length is the edge length over $2A$, the inverse height. Multiplying the constant gradients by $A/2$ gives the stiffness matrix. For the mass matrix, map the triangle to $s,t\ge0$, $s+t\le1$, with Jacobian $2A$; the integrals of $s^2$ and $st$ are $1/12$ and $1/24$. Hence
\begin{equation}
K_{ij}=\frac{w_xb_ib_j+w_yc_ic_j}{8A},\qquad
M_{ij}=\frac{A}{12}(1+\delta_{ij}) .
\end{equation}
The algorithm is:
\begin{enumerate}
\item Put $6j$ equally spaced nodes on ring $j$ of radius $jR/n$, for $j=1,\dots,n$, and join neighbouring rings by triangles.
\item Add the element matrices into global matrices $K$ and $M$.
\item Delete the rows and columns of the nodes on the circle, leaving $1+3n(n-1)$ unknowns.
\item Solve $Ku=E_hMu$ for the lowest eigenvalues.
\end{enumerate}
The case $n=1$ is the hexagon above.

\subsection{Sign and order of the error}

The polygon lies inside the disk, so each trial function, extended by zero, is admissible for the disk. The $m$th level is the minimum, over $m$-dimensional trial spaces, of the largest Rayleigh quotient in the space. Restricting the choice of spaces cannot lower it, so $E_h\ge E$ for every level.

For the order, let $\varphi=\psi+e$, where $\psi$ is the exact ground state and $\varphi$ its piecewise linear interpolant. Expanding,
\begin{align}
a(\varphi,\varphi)-E(\varphi,\varphi)
&=a(\psi,\psi)-E(\psi,\psi)+2\left[a(\psi,e)-E(\psi,e)\right]\nonumber\\
&\quad+a(e,e)-E(e,e)\nonumber\\
&=a(e,e)-E(e,e),
\end{align}
because $\psi$ satisfies the weak equation. The energy error is thus at most $a(e,e)/(\varphi,\varphi)$. In triangles whose angles stay away from $0$ and $\pi$, the gradient of $e$ is of order $h$, which contributes $h^2$. In the gaps between chords and circle the gradient is of order one, but their total area is of order $h^2$. Both contributions are second order.

The geometric part can be found explicitly for equal masses. Let $E'$, $\psi'$ belong to a slightly smaller domain whose wall lies a depth $\delta$ inside the circle, and let $g=|\partial_n\psi|$ at the wall. With $w=1$, Green's identity on the smaller domain gives
\begin{equation}
(E-E')\int\psi\psi'=\tfrac12\oint\psi\,\partial_n\psi'\,ds
\simeq-\tfrac12\oint\delta\,g^2\,ds ,
\end{equation}
since $\psi\simeq g\delta$ and $\partial_n\psi'\simeq-g$ there. In the ground state $g$ is constant around the circle, so to first order the mean depth $\bar\delta$ alone matters. A uniform depth must reproduce $E\propto R^{-2}$, hence $\delta E=2E\bar\delta/R$. For a chord of length $s$, the depth at distance $t$ from its midpoint is $(s^2/4-t^2)/(2R)$, with mean $s^2/(12R)$. Therefore
\begin{equation}
\frac{\delta E}{E}\simeq\frac{s^2}{6R^2}.
\end{equation}
For a 24-sided polygon $s=2R\sin(\pi/24)$ and the law gives 0.0114. A finite element solution on that polygon, extrapolated in $h$, gives 0.0119; the law is a leading-order result.

A corner that points into the wire breaks the second-order estimate. For equal masses and an interior angle $\omega>\pi$, the gradient generally grows as $r^{\pi/\omega-1}$. The region $r<h$ then contributes $\int_0^h r^{2\pi/\omega-2}\,r\,dr\propto h^{2\pi/\omega}$ on a uniform mesh, which is $h^{4/3}$ for $\omega=3\pi/2$.

\section{Why the staircase loses an order}

Return to equal masses with $w=R=1$, and let $u$ be the discrete ground state with eigenvalue $k_h^2=2E_h$. Let $v=J_0(kr)$, continued smoothly beyond the wall. Let $p$ be an inside node, $q$ its outside neighbour across a cut bond, and $a$ the wall distance used in that bond. The staircase uses $a=h$. The grid operator $L$ is symmetric, so $k_h^2\sum uv=\sum vLu=\sum uLv$.

At an inside node, $Lv$ differs from the full five-point expression $-\Delta_hv$ in the cut bonds alone:
\begin{equation}
(Lv)_p=-(\Delta_hv)_p+\sum_{q}\left[\frac{v_p}{ha}-\frac{v_p-v_q}{h^2}\right].
\end{equation}
Define $\tau=\Delta_hv+k^2v$, so that $-\Delta_hv=k^2v-\tau$. Multiplying by $u_p$ and summing gives
\begin{equation}
k_h^2-k^2=\frac{\displaystyle\sum_{\rm cut}u_p\left[\frac{v_p}{ha}-\frac{v_p-v_q}{h^2}\right]-\sum u\tau}{\displaystyle\sum uv}.
\label{eq:identity}
\end{equation}
The first sum is the wall error and the second the truncation error.

\textbf{Truncation.} Taylor expansion of the second differences gives $\tau\simeq\frac{h^2}{12}(\partial_x^4+\partial_y^4)v$. Since $J_0(kr)$ is the average of plane waves over their direction $\phi$, the derivatives insert $k^4(\cos^4\phi+\sin^4\phi)=k^4(\frac34+\frac14\cos4\phi)$ into the average, and
\begin{equation}
\tau\simeq\frac{h^2k^4}{12}\left[\tfrac34J_0(kr)+\tfrac14J_4(kr)\cos4\theta\right].
\end{equation}
This part of the error is of order $h^2$.

\textbf{Staircase wall.} With $a=h$ the bracket in \eqref{eq:identity} becomes $v_q/h^2$, which is negative because $J_0$ changes sign at the wall. Near the wall $u_p$ and $v_q$ are of order $h$. There are about $1/h$ cut bonds, and $\sum uv$ is of order $1/h^2$. The wall error is therefore negative and of order
\begin{equation}
\frac{(1/h)\,h\,(h/h^2)}{1/h^2}=h .
\end{equation}

\textbf{True wall distance.} Let $b=h-a$, and write $v=gt+\frac12ct^2$ along the bond, with $t$ measured inward from the wall and $g$ now the slope along the bond. Then
\begin{align}
\frac{v_p}{a}&=g+\tfrac12ca,\\
\frac{v_p-v_q}{h}&=\frac{g(a+b)+\frac12c(a^2-b^2)}{h}=g+\tfrac12c(a-b).
\end{align}
Their difference is $\frac12cb$, of order $h$. The bracket is now of order one instead of $1/h$, and the wall error is of order $h^2$. The first-order loss thus comes from the misplaced zero, not from the square grid.

A square wire whose walls pass through grid nodes gives a limiting case. There $v_q=0$ and $a=h$, so the wall error vanishes. Each direction has $2(1-\cos kh)/h^2\simeq k^2-k^4h^2/12$, and even the plain grid is second order.

\section{A silicon wire}

Consider a wire along $[001]$ with $R=4$ nm at 300 K. Rough silicon masses are 0.92 along a conduction valley and 0.19 across it. Two axial valleys have their long axis along the wire, so both transverse masses are 0.19. Four in-plane valleys have transverse masses 0.92 and 0.19. The energy unit $\hbar^2/(m_0R^2)$ is 0.004762 eV. For the axial valleys
\begin{equation}
E=\frac{2.4048^2}{2\times0.19}\times0.004762\ \text{eV}=0.0725\ \text{eV}.
\end{equation}
For the in-plane valleys, a Ritz calculation on the exact disk, with polynomials up to degree 14 multiplied by $1-r^2/R^2$, gives 0.04298 eV. The heavier mass in one direction makes them the lowest.

The table lists errors of the in-plane ground energy in units of $10^{-3}$ eV. Both grid schemes use the same eight placements of the grid relative to the wire. The staircase column gives the mean and standard deviation over placements; the last column is the root-mean-square (rms) error with true wall distances.
\begin{center}
\begin{tabular}{rrrr}
$n$ & elements & staircase & true distance\\
\hline
6 & $+0.613$ & $-5.645\pm0.677$ & 0.342\\
12 & $+0.158$ & $-2.905\pm0.290$ & 0.086\\
24 & $+0.040$ & $-1.447\pm0.118$ & 0.022\\
48 & $+0.010$ & $-0.724\pm0.048$ & 0.005
\end{tabular}
\end{center}
Fitted powers of $h$ are 1.98, 0.99 and 1.99. At equal $n$ the numbers of unknowns are similar: 397 for elements and about 453 for the grid at $n=12$. An error of 0.0005 eV needs 127 unknowns with elements. The staircase, at $n=70$, needs about 15400 for an rms error of 0.00051 eV. These are counts of unknowns, not computing times. At equal $n$ the grid with true distances has roughly half the error of linear elements here, so the comparison does not favour elements over every Cartesian method.

For one placement at $n=24$, equation \eqref{eq:identity} divides the axial-valley staircase error into $-0.00225$ eV from the wall and $-0.00005$ eV from truncation. Relative to 0.0725 eV the wall part is $-0.031$. Since $E\propto R^{-2}$, it acts like an outward wall shift of $0.031R/2$, or $0.37h$.

Richardson extrapolation from $n=24$ and 48 uses $(4E_{48}-E_{24})/3$ for elements and $2E_{48}-E_{24}$ for the staircase. The in-plane element error becomes less than $10^{-7}$ eV, under 1\% of its value at $n=48$. The staircase result depends on how the two grids are placed. With the eight placements above, each offset by the same fraction of $h$ on both grids, about $5\times10^{-5}$ eV rms remains, 7\% of the error at $n=48$; another set of placements leaves about 12\%. Nested grids, made by halving $h$, leave about 20\%, because the scatter over placements does not follow a smooth power of $h$.

The discretisation also affects degeneracy. On the circle, the axial-valley states varying as $\cos2\theta$ and $\sin2\theta$ are degenerate. A centred square grid has no symmetry that turns one into the other; with the wire centre in the middle of a grid cell and $n=12$, the staircase splits them by 0.0096 eV; the amount depends strongly on the placement and is about 0.001 eV with the centre on a node. True wall distances do not remove the splitting, since the grid is still square: about 0.0014 eV remains at $n=12$, with little dependence on placement. A $60^\circ$ rotation of the ring mesh mixes the two, so their degeneracy survives. The same rotation only changes the sign of $\cos3\theta$ and $\sin3\theta$, and the ring mesh splits that pair by 0.003 eV at $n=12$.

\section{Accuracy that the physics can use}

At 300 K, $k_BT=0.02585$ eV. The lowest subbands, with four valleys, two spins and mass 0.19 along the wire, have effective density $8\sqrt{m k_BT/(2\pi\hbar^2)}=0.81$ per nm. A density of 0.1 electrons per nm would be 12\% of this if all the electrons were in these subbands, and higher subbands reduce the filling further, so Boltzmann statistics are a fair approximation. At fixed Fermi level, the staircase error of $-0.0029$ eV at $n=12$ then raises the population of the lowest in-plane subband by the factor $e^{0.0029/0.02585}=1.12$. Higher subbands shift by more, so the in-plane population as a whole rises by a somewhat larger factor.

Real walls are not impenetrable. With an oxide barrier of 3.1 eV and oxide mass 0.5 (both rough), a finite element calculation that includes the oxide lowers the in-plane edge by about 0.006 eV, or 15\%. A radius larger by 0.2 nm lowers it by 0.0040 eV. The nonparabolic relation $E(1+\alpha E)=E_0$, with $E_0$ the parabolic energy and $\alpha=0.5$ per eV, lowers it by 0.0009 eV.

Electrostatics matters as much. Spread uniformly, 0.1 electrons per nm bend the band by 0.012 eV between axis and surface, by Gauss's law with permittivity 11.7; a density proportional to $J_0^2(kr)$, concentrated near the axis, gives twice as much. Solving Poisson's equation for a charge on the axis, with thick oxide of permittivity 3.9 and no metal gate, gives an image energy of $+0.021$ eV, half the in-plane confinement energy. It grows toward the wall, and its average over $J_0^2(kr)$ is about 0.025 eV. A nearby gate would change this value. Valley splitting, strain and atomic interface structure are not estimated.

For this wire, elements at $n=12$ have an error of 0.00016 eV, well below each of the effects estimated above. Further refinement improves the solution of \eqref{eq:problem}, but a reliable prediction for a device also needs the barrier, the electrostatics and the actual shape.
